Phonon transmission through one and two heavy atoms in a chain

**Problem**

Atoms of mass m sit in a row with spacing d. Each is joined to its two neighbours by springs of constant K, and each moves along one coordinate. A lattice wave (a phonon) comes in from the left with angular frequency ω. The highest frequency that the uniform chain can carry is ω_max. Some host atoms are now replaced by atoms of mass M = 2m, with all springs left as they were.

(a) Estimate by scaling how strongly one heavy atom, and two adjacent heavy atoms, reflect a wave with ω = ω_max/2.

(b) Find the transmitted share of the energy in both cases from the equations of motion.

(c) Find the transmission of the pair at any frequency and for any M, and say where the pair is transparent.

(d) Put in numbers that suit lattice waves crossing atomic planes of silicon, and judge what the model leaves out.

**First estimate by scaling**

A heavy atom that moves with amplitude u needs an extra force of amplitude

F = (M − m)ω²u

to follow the motion of the host atom it replaced. The chain responds as if a force of this size acted on a uniform chain and sent waves out to both sides.

For long waves, with phase advance q per spacing, a wave of amplitude A strains each adjoining spring by about qA. Two springs share the force, so F ≈ 2KqA. A long wave also has q ≈ ω√(m/K), which gives

A ≈ F/(2Kq) ≈ (M − m)ωu/(2√(Km)).

The top frequency, derived below, is ω_max = 2√(K/m). If the atom moves with the full incident amplitude, u = 1, the reflected amplitude is

|r| ≈ (M/m − 1) ω/ω_max.

For M = 2m at half the top frequency this is 1/2. One heavy atom should reflect about 1/4 of the energy.

Two adjacent heavy atoms carry twice the extra mass. If they move together, the reflected amplitude doubles to about 1, and the reflected energy is of order 1. The estimate cannot be trusted in detail when it is so large, but it suggests that the pair is a strong reflector.

**Exact solution: the equation of motion**

Let u_n exp(−iωt) be the displacement of atom n, whose mass is m_n. Newton's law reads

−m_n ω² u_n = K(u_{n+1} − u_n) − K(u_n − u_{n−1}).

Collecting the terms in u_n gives

u_{n+1} + u_{n−1} = (2 − m_n ω²/K) u_n.  (1)

In the host we try u_n = exp(iqn). The left side becomes 2 cos q times u_n, so

2 cos q = 2 − mω²/K, or mω²/K = 4 sin²(q/2).  (2)

Hence ω = ω_max sin(q/2) with ω_max = 2√(K/m). With the time factor exp(−iωt), a value 0 < q < π describes a wave whose energy travels to the right, because dω/dq is positive.

At ω = ω_max/2 we have sin(q/2) = 1/2, so q = π/3 and mω²/K = 1. One wavelength covers six spacings.

Far to the left the motion is exp(iqn) + r exp(−iqn), and far to the right it is t exp(iqn). To see how r and t share the energy, multiply (1) by the complex conjugate u_n* and take the imaginary part. The right side is real and drops out, leaving

Im(u_n* u_{n+1}) = −Im(u_n* u_{n−1}) = Im(u_{n−1}* u_n).

The quantity Im(u_n* u_{n+1}) is therefore the same at every n. On the left it equals (1 − |r|²) sin q, since the two cross terms are complex conjugates of each other and add to a real number. On the right it equals |t|² sin q. Thus

R + T = 1, with R = |r|² and T = |t|².

**One heavy atom**

Put the heavy atom at n = 0. The motion is the incident wave plus a wave scattered equally to both sides:

u_n = exp(iqn) + A exp(iq|n|).

This satisfies the host equation everywhere except at n = 0. There the bracket in (1) is

2 − Mω²/K = 2 cos q − g, with g = (M/m − 1) mω²/K,

and equation (1) becomes

2 cos q + 2A exp(iq) = (2 cos q − g)(1 + A).

Subtract 2 cos q (1 + A) from both sides and use exp(iq) − cos q = i sin q:

2iA sin q = −g(1 + A), so A = −g/(g + 2i sin q).

Now define β = g/(2 sin q). Since sin q = 2 sin(q/2) cos(q/2), equation (2) gives

β = (M/m − 1) tan(q/2).

The reflected amplitude is r₁ = A and the transmitted one is t₁ = 1 + A:

r₁ = −β/(β + i), t₁ = i/(β + i), T₁ = 1/(1 + β²).  (3)

For M = 2m, β = tan(q/2), and therefore

T₁ = cos²(q/2) = 1 − (ω/ω_max)².

At half the top frequency T₁ = 3/4 and R₁ = 1/4.

**Two adjacent heavy atoms at half the top frequency**

Put the heavy atoms at n = 0 and n = 1. At this frequency mω²/K = 1, so Mω²/K = 2 and the bracket in (1) is zero at both of them. The two equations are

u_1 = −u_{−1}, u_2 = −u_0.

The host equations for n ≤ −1 involve displacements up to u_0, and those for n ≥ 2 involve displacements from u_1 on. We may therefore write

u_n = exp(iqn) + r exp(−iqn) for n ≤ 0,
u_n = t exp(iqn) for n ≥ 1.

The two equations at the heavy atoms become

t exp(iq) = −exp(−iq) − r exp(iq),
t exp(2iq) = −1 − r.

Multiply the first by exp(iq):

t exp(2iq) = −1 − r exp(2iq).

Comparison with the second gives r[exp(2iq) − 1] = 0. For q = π/3 the bracket is not zero, so

r = 0, t = −exp(−2iq) = exp(iπ/3), T = 1.

The pair transmits all the energy. It does leave a mark on the wave, a phase shift of 60°.

The displacements show how this happens. From u_{−1} to u_2 they are

exp(−iπ/3), 1, exp(2iπ/3), −1.

All have the same size. The phase advances by 60° per spacing in the host and by 120° between the heavy atoms. Each heavy atom has neighbours that move oppositely to each other, so their pulls on it cancel. It then oscillates as if both neighbours were held fixed, and the frequency of that motion is √(2K/M), which for M = 2m is √(K/m) = ω_max/2.

**The same result as interference**

Each atom alone reflects, so the reflections must cancel. The wave returning to the left is a sum of parts. One part is reflected by the first atom. The others pass the first atom, are reflected by the second, bounce between the two any number of times, and leave through the first atom. A round trip between adjacent atoms adds the phase 2q. Summing the geometric series of bounces gives

r = r₁ + t₁² r₁ exp(2iq)/[1 − r₁² exp(2iq)].

Over a common denominator this is

r = r₁ {1 + (t₁² − r₁²) exp(2iq)}/[1 − r₁² exp(2iq)].

Since t₁ = 1 + r₁, the difference of squares is

t₁² − r₁² = (t₁ − r₁)(t₁ + r₁) = 1 + 2r₁.

With β = tan(π/6) = 1/√3, equation (3) gives

r₁ = −β(β − i)/(β² + 1) = −1/4 + i√3/4.

Hence 1 + 2r₁ = 1/2 + i√3/2 = exp(iπ/3). The curly bracket is

1 + exp(iπ/3) exp(2iπ/3) = 1 + exp(iπ) = 0.

In numbers, the first reflection is −0.250 + 0.433i and all later ones add up to 0.250 − 0.433i.

The cancellation depends on phase. Suppose the round-trip phase φ were random. The transmitted amplitude is t₁² times the series Σ_j [r₁² exp(iφ)]^j. On averaging its squared size over φ, the cross terms vanish and Σ_j R₁^{2j} = 1/(1 − R₁²) remains. The mean transmission would be

T₁²/(1 − R₁²) = (9/16)/(15/16) = 3/5.

The distance between the heavy atoms matters for the same reason. If they are D spacings apart, exp(2iq) becomes exp(2iπD/3), and the curly bracket vanishes when D = 1, 4, 7 and so on. For D = 2 and D = 3 the bracket has squared size 3. The denominator has squared size 1 + 1/16 + 1/4 = 21/16 in both cases, so R = (1/4)(3)(16/21) = 4/7 and T = 3/7 ≈ 0.43. Those pairs reflect more than one heavy atom does.

**Any frequency and any mass**

For two adjacent atoms of mass M, write τ = 2 − Mω²/K = 2 cos q − g for the bracket in (1). With the same r and t as before, and with y = t exp(iq), the equations at n = 0 and n = 1 are

y + exp(−iq) + r exp(iq) = τ(1 + r),
y exp(iq) + 1 + r = τy.

Let p = τ − exp(iq). The second equation says 1 + r = py. In the first, replace r by (1 + r) − 1 and move the terms in 1 + r to the right:

y + exp(−iq) − exp(iq) = p(1 + r) = p²y.

Therefore y(p² − 1) = −2i sin q, or 1/y = −(p² − 1)/(2i sin q). Since r = py − 1,

r/y = p − 1/y = [p² + 2ip sin q − 1]/(2i sin q).

Because 2i sin q = exp(iq) − exp(−iq), the first two terms in the bracket combine into

p[p + exp(iq) − exp(−iq)] = [τ − exp(iq)][τ − exp(−iq)] = τ² − 2τ cos q + 1.

The 1 cancels, and τ − 2 cos q = −g leaves

r/y = −τg/(2i sin q) = iτβ.

As |y| = |t|, the result is

R₂/T₂ = τ²β², T₂ = 1/(1 + τ²β²).  (4)

For M ≠ m and a frequency inside the band, β is not zero. The pair is then transparent at the one frequency where τ = 0:

ω² = 2K/M.  (5)

This lies below ω_max if 2K/M < 4K/m, that is, if M > m/2. Doubled mass is the case that places it at half the top frequency.

Two limits help in reading (4). For long waves τ → 2 and β is small, so R₂ ≈ 4β² ≈ 4R₁: the extra masses act together. Near the top of the band β grows without limit while τ → 2 − 4M/m. For M = 2m this is −6, so the transmission falls to zero.

Comparing (4) with (3) also shows that the pair transmits more than one atom when |τ| < 1. For M = 2m this means (ω/ω_max)² between 1/8 and 3/8. Outside that range the second heavy atom adds to the reflection.

**Comparison of the estimate with the solution**

For one atom the estimate of 1/4 agrees with the exact value, and for doubled mass the agreement holds at every frequency, since R₁ = (ω/ω_max)². This is a cancellation of two errors. On the discrete chain the amplitude sent out per unit motion of the heavy atom is β, larger than the long-wave value by the factor 1/cos(q/2). The heavy atom, however, moves with amplitude |t₁| instead of 1, and for M = 2m this is cos(q/2). For other masses the two factors do not cancel.

For the pair the estimate fails completely: it suggests strong reflection where there is none. It assumed that the heavy atoms move in phase, which is sound for long waves but not when the wavelength is six spacings. Including the travel phase alone does not mend it. Two equal reflections with a phase difference 2q = 120° add to r₁[1 + exp(2iπ/3)], which has the same size as r₁, so 1/4 of the energy would still return. The missing 60° comes from the scattering itself, through the factor 1 + 2r₁ = exp(iπ/3).

**Numbers for silicon planes**

Take longitudinal waves that travel perpendicular to the (100) planes of silicon. Each plane then moves as a unit, and by symmetry successive planes are equivalent, so they act as a uniform chain. Rough inputs are a top frequency of 16 THz and a plane spacing of 0.136 nm. With m = 28.085 u = 4.66 × 10⁻²⁶ kg, the spring constant per atom is

K = mω_max²/4 = (4.66 × 10⁻²⁶ kg)(2π × 16 × 10¹² s⁻¹)²/4 ≈ 118 N/m.

Half the top frequency is 8.0 THz, a phonon energy of 33 meV, and the wavelength in this chain is 6 × 0.136 nm = 0.82 nm. In silicon it is longer, roughly 1.0 nm, because the chain's sound speed is too low, as discussed below. In the model, one plane of doubled mass transmits 75 % there and two adjacent planes transmit 100 %.

The transparency has a finite width. Write ω/ω_max = 1/2 + δ. For M = 2m, τ = 2 − 8(1/2 + δ)² ≈ −8δ and β² ≈ 1/3, so 1 − T₂ ≈ 64δ²/3. A loss of 1 % occurs at δ ≈ ±0.022, about 0.35 THz to either side. Solving (4) numerically for T₂ = 0.99 gives 7.62 and 8.32 THz.

A pulse contains a range of q and so loses a little. Near q = π/3, τ changes by −4 sin q = −2√3 per unit of q, hence 1 − T₂ ≈ τ²/3 ≈ 4(δq)². A Gaussian pulse with amplitude proportional to exp[−n²/(4 × 40²)] has a root-mean-square spread δq = 1/80, and the expected loss is 4/6400 ≈ 0.0006. Newton's equations, solved for such a pulse through the normal modes of a chain of 1200 atoms, give a transmitted energy share of 0.9994 for the pair and 0.7499 for one heavy atom.

**How far a real structure differs**

The doubled mass is a model choice. The nearest real case considered here is two complete germanium planes in silicon, with M/m = 72.63/28.085 = 2.59. Equation (5) moves the transparent frequency to 16 THz/√(2 × 2.59) ≈ 7.0 THz. At 8.0 THz the nearest-plane chain gives a transmission of 78 % for the germanium pair and 54 % for a single germanium plane. The model also assumes that forces reach only the nearest plane. The model's sound speed is π × 16 THz × 0.136 nm = 6.8 km/s, against a rough 8.4 km/s in silicon. Springs to the second plane, of constant K₂, raise the squared speed by the factor 1 + 4K₂/K and leave the top frequency fixed, because second neighbours move together there. Matching the speed needs K₂/K ≈ 0.13. A numerical solution of the equations of motion with these springs puts the transparent frequency at 8.9 THz for doubled mass and 7.8 THz for germanium. The doubled pair still transmits 94 % at 8.0 THz, against 77.5 % for one doubled plane. The germanium pair now transmits 99 % there instead of 78 %, so its value at a fixed frequency depends strongly on the spring model. These figures are not settled to the digits shown. Springs reaching three planes, fitted to rough silicon values of 15.5 THz at the top, 12.3 THz at q = π/2 and 8.4 km/s, give transparent frequencies of 8.7 and 7.6 THz. At 8.0 THz they give transmissions of 95 % for the doubled pair and 94 % for the germanium pair.

Other effects were sized in the same way, each alone, with the nearest-plane model otherwise unchanged:

- If the three springs that touch the heavy planes are softer by a rough 10 %, the transparent frequency falls to 7.8 THz for doubled mass and 6.8 THz for germanium. The shift depends on which springs soften: 13 % on the spring between the heavy planes and 5 % on the two outer ones gives 7.4 and 6.5 THz. In each of these spring models the peak transmission still rounds to 100 %, so the transparency is shifted and not lost.
- For oblique waves, take a simple cubic lattice with one displacement per atom and equal springs K in all directions. A wave at 8.0 THz whose wave vector is tilted 31° from the normal is transmitted to 97 % by the doubled pair, and the share drops to about 87 % at 45° and 64 % at 60°. This lattice leaves out the conversion of longitudinal into transverse waves at the heavy planes, and its forces are not those of silicon. The 97 % is therefore not a prediction for silicon.
- At 300 K, a rough phonon lifetime of 5 ps and the model's group speed of 5.9 km/s give a mean free path of 30 nm. About 1.4 % of the phonons decay while crossing three spacings of the plain host. The doubled pair holds the wave longer, which raises the loss over the same distance to about 2.3 % if the lifetime is unchanged. The lifetime broadens the frequency by 1/(2π × 5 ps) ≈ 0.03 THz, much less than the 0.70 THz width of the window.

Real germanium layers are also strained, and they may intermix with silicon. Mixed planes have atoms of different mass side by side and scatter waves sideways, which a chain cannot describe. Nor does transparency at one frequency make the pair a good conductor of heat, since heat is carried by phonons of many frequencies and directions, and in the chain with unchanged springs long waves are reflected about four times as strongly by the pair as by a single heavy plane.

All numerical values are calculated from the stated model.
